Ostwald ripening of supported particles by adatom diffusion: the one-fourth power law, part 1

(Sections cited here and not found follow in the second part.)

## From the adatom field to the growth rate

Suppose that the islands of a metal film double their mean radius during one anneal, and that the time for a tenfold increase is wanted. If the cube of the radius grows linearly in time, as it does for spheres exchanging atoms by diffusion through a surrounding volume, the answer is (10³ − 1)/(2³ − 1) = 143 doubling times. If diffusion over the support sets the pace instead, and a slowly varying logarithm is treated as constant, it is the fourth power that grows linearly, and the answer is (10⁴ − 1)/(2⁴ − 1) = 667 doubling times. The wrong law misses the time by a factor of almost five. Used the other way round, to extract a transport coefficient from measured sizes, it gives a coefficient that drifts with the length of the anneal.

The system is a flat support carrying many separate particles, after deposition has stopped. The total particle volume is therefore fixed; during dosing or etching it is not, and what follows does not apply. Atoms leave a particle at its contact line, wander over the support as dilute adatoms, and join another particle. Particles neither move nor merge, and desorption is neglected. Each particle is a spherical cap, which supposes an isotropic surface energy γ. Its surface has curvature radius R and meets the support at the contact angle θ, measured through the particle. The contact line is a circle of radius r = R sin θ, called the rim.

The volume follows from slicing the cap parallel to the support. At a distance z from the centre of the sphere a slice has area π(R² − z²), and the cap reaches from z = R cos θ to z = R. Hence

V = π[R³(1 − cos θ) − R³(1 − cos³θ)/3] = (π/3)R³(2 − 3cos θ + cos³θ).

It is convenient to write this as a fraction f of the full sphere:

V = (4π/3) f R³, f = (2 − 3cos θ + cos³θ)/4.

What drives the exchange is the dependence of the free energy per atom on R. The curved surface has area 2πR²(1 − cos θ) and costs γ per unit area. The base has area πR² sin²θ; there an interface between particle and support replaces bare support, at a cost per unit area which Young's condition for the contact angle fixes as −γ cos θ. The surface free energy is thus

F = πγR²[2(1 − cos θ) − cos θ (1 − cos²θ)] = πγR²(2 − 3cos θ + cos³θ) = 4πfγR².

The bracket is the same combination that appears in the volume. With dF = 8πfγR dR and dV = 4πfR² dR,

dF/dV = 2γ/R.

The contact angle has dropped out. An atom of volume Ω in a particle of radius R therefore has a chemical potential higher by 2γΩ/R than an atom in a flat body of the same material. Dilute adatoms have a chemical potential that varies as kT ln c, where c is their number per unit area, k is Boltzmann's constant and T the temperature. Equality at the rim gives

c(R) = c∞ exp(ℓ/R), ℓ = 2γΩ/kT,

where c∞ is the density in equilibrium with the flat body. When R is well above the capillary length ℓ, the exponential may be replaced by its first two terms:

c(R) ≈ c∞(1 + ℓ/R).

Small particles maintain a higher adatom density around them than large ones, so atoms flow from small to large.

The flow is found from the diffusion equation with diffusivity D. Two facts, to be sized below, simplify it: the adatoms hold a negligible part of the material, and their density adjusts much faster than the particles change. The density is then quasi-steady. Around a chosen particle, the many others act as sources and sinks. In a mean-field description they are spread evenly over the support, with number density N. Let the inflow of atoms into a particle of radius R, from surroundings of density c, be 2πDG[c − c(R)], where G is a dimensionless factor still to be found. The steady balance between diffusion and uptake is

D∇²c = N⟨2πDG[c − c(R)]⟩ = 2πDN⟨G⟩(c − c̄),

where angle brackets denote an average over particles and c̄ = ⟨G c(R)⟩/⟨G⟩. This can be written as

∇²c = (c − c̄)/ξ², 1/ξ² = 2πN⟨G⟩.

A disturbance made by one particle is thus screened by the others over the length ξ. At the density c̄ the uptake and release of all particles cancel, so this choice of c̄ conserves the total volume.

With ρ the distance from the centre of the chosen particle and x = ρ/ξ, the deviation ψ = c − c̄ obeys ψ″ + ψ′/x = ψ. Its solution that vanishes far away is the modified Bessel function K₀(x). Fixing the value at the rim gives

c − c̄ = [c(R) − c̄] K₀(ρ/ξ)/K₀(r/ξ).

The number of atoms arriving per unit time is the rim length times D times the outward gradient, because adatoms move towards lower density and an outward rise means an inward flow. Since K₀′ = −K₁,

J = 2πrD (dc/dρ) at ρ = r
 = 2πD [c̄ − c(R)] (r/ξ) K₁(r/ξ)/K₀(r/ξ).

This has the assumed form, with

G = x K₁(x)/K₀(x), x = r/ξ.

For small x, xK₁(x) tends to 1 and K₀(x) tends to ln(2/x) − 0.577, which equals ln(1.12/x). In this limit

G ≈ 1/ln(1.12 ξ/r).

The inflow to a particle on a plane depends on the rim radius through a logarithm. The rim length grows as r while the density gradient at the rim falls as 1/r, apart from the logarithm, so the two cancel. A sphere in a volume behaves differently: its area grows as R² while the steady gradient at its surface falls as 1/R, so its inflow is proportional to its radius. This difference produces the extra power of R in the law.

The particle volume grows by Ω for each arriving atom, so dV/dt = ΩJ. Define R* as the radius whose rim density equals the mean field, c̄ = c∞(1 + ℓ/R*). Then

4πfR² dR/dt = 2πDGΩc∞ℓ(1/R* − 1/R).

Division by 4πfR², together with 1/R* − 1/R = (R/R* − 1)/R, gives

dR/dt = (K/R³)(R/R* − 1), K = D c∞ Ω ℓ G/(2f).

Particles above R* grow and those below shrink. K has the dimension of length to the fourth power per time. If G is treated as one constant for all particles and times, K is constant too, and no other length enters the equation. A population whose shape of distribution no longer changes must then have R*³ dR*/dt equal to a pure number times K, so R*⁴ grows linearly in time. For spheres in a volume the inflow carries an additional factor R, the rate has R² in the denominator, and the cube grows linearly.

The constant-G case also fixes R*. Conservation of volume requires the sum of R² dR/dt over all particles to vanish. That sum is K times the sum of 1/R* − 1/R, so

1/R* = ⟨1/R⟩.

A disappearing particle causes no correction, because its volume has gone to zero by the time it leaves the sum.

How good is a constant G? The law would keep its exponent even if G differed between large and small particles, provided ξ grew in proportion to the mean radius. The rate dR/dt would then be ⟨R⟩⁻³ times a function of R/⟨R⟩ alone, and the same scaling argument would hold. But ξ does not grow in that proportion. At fixed volume N falls as R⁻³, so the covered area fraction, proportional to NR², falls as 1/R. The particles become more isolated relative to their size. From 1/ξ² = 2πN⟨G⟩, with one typical radius R standing for the population,

ξ/r ∝ R^(1/2) G^(−1/2).

Let g = d ln G/d ln R. The small-x form of G gives g = −G d ln(ξ/r)/d ln R, and the relation just written gives d ln(ξ/r)/d ln R = (1 − g)/2. Combining the two,

g = −G(1 − g)/2, hence g(1 − G/2) = −G/2, hence g = −G/(2 − G).

The growth rate varies as G/R³, that is, locally as R^(g − 3). Integration gives a local power 4 − g of the radius that is linear in time, and, once the radius has grown well beyond its starting value, a local exponent

d ln R/d ln t ≈ 1/[4 + G/(2 − G)].

This lies below 1/4 and approaches 1/4 as G slowly goes to zero. The one-fourth power is thus the law at constant logarithm, and real growth under the stated assumptions lags a little behind it.

A second limit concerns the rim itself. Suppose that atoms join the particle at the finite rate 2πr(D/Λ)[c_rim − c(R)], where c_rim is the actual density at the rim and Λ an attachment length. Diffusion supplies J = 2πDG(c̄ − c_rim). The first relation gives c_rim = c(R) + JΛ/(2πrD). Inserted into the second, this yields

J = 2πDG[c̄ − c(R)] − JGΛ/r,

J = 2πD [G/(1 + GΛ/r)] [c̄ − c(R)].

Slow attachment thus replaces G by G/(1 + GΛ/r). If GΛ/r is large, this factor becomes r/Λ, which is proportional to R; one power of R cancels in the growth rate, and the cube of the radius grows linearly. Because r increases during ripening while G does not, a population that starts under attachment control moves towards diffusion control.

Numbers make these conditions concrete. Consider liquid tin droplets on silicon at 700 K, as left when a thin deposited film has broken up and is annealed. The droplets are liquid, which justifies the isotropic γ. Rough values are γ = 0.55 J/m², which is 3.433 eV/nm², Ω = 0.028 nm³ and θ = 60°. With kT = 0.06032 eV,

ℓ = 2 × 3.433 × 0.028/0.06032 = 3.19 nm.

For a mean radius of 50 nm, ℓ/R = 0.064, and the linear form of c(R) is reasonable. For a droplet of 3 nm radius the ratio would be about 1, and it would fail.

The adatoms are described by a hop length h = 0.38 nm, an attempt rate of 10¹³ per second, a diffusion barrier of 0.50 eV, a formation energy of 0.60 eV and 7.8 sites per nm². The two energies are effective model inputs. For hops in random directions on a plane, D is a quarter of h² times the hop rate:

D = (0.38² × 10¹³/4) exp(−0.50/0.06032) = 9.07 × 10⁷ nm²/s,

c∞ = 7.8 exp(−0.60/0.06032) = 3.735 × 10⁻⁴ nm⁻².

Let the droplets cover 5 percent of the support. Their initial size distribution is taken to be the constant-G form derived in the second half, with a standard deviation of 15.2 percent of the mean, so ⟨R²⟩ = 50² × (1 + 0.152²) = 2558 nm². With sin²60° = 0.75,

N = 0.05/(π × 0.75 × 2558) = 8.30 × 10⁻⁶ nm⁻²,

or 8.3 droplets per square micrometre. Since ξ depends on G and G on ξ, the two are found by repeated substitution, averaging G over the distribution. The result is ξ = 179 nm. At the mean rim radius of 43.3 nm, G = 0.597. The small-x formula would give 1/ln(1.12 × 179/43.3) = 0.65, about 9 percent more, so the Bessel functions are worth keeping. For 60°, f = (2 − 1.5 + 0.125)/4 = 0.15625, and

K = 9.07 × 10⁷ × 3.735 × 10⁻⁴ × 0.028 × 3.187 × 0.597/(2 × 0.15625)
 = 5.78 × 10³ nm⁴/s.

The assumptions made on the way can now be sized. The adatom field settles within about ξ²/D = 3.5 × 10⁻⁴ s. The material in the droplets would form a uniform film 0.72 nm thick, and the adatoms amount to c∞Ω/0.72 nm = 1.4 × 10⁻⁵ of it. Both support the quasi-steady treatment. Taking the cohesive energy as 3.1 eV, an adatom is bound to the support by 3.1 − 0.6 = 2.5 eV. If it desorbs with the same attempt rate, it travels before leaving a distance of about

(h/2) exp[(2.5 − 0.5)/(2kT)] = 3 × 10⁶ nm,

which is far beyond ξ.

Attachment is the less secure point. If joining a droplet requires a barrier E higher than that of an ordinary hop, then Λ is about h exp(E/kT). The two resistances are equal when Λ = r/G = 43.3/0.597 = 72.5 nm, so

E = 0.06032 × ln(72.5/0.38) = 0.32 eV.

An additional barrier of this size would halve the inflow to a droplet of mean radius at given c̄ and ξ. Diffusion control at this temperature and size requires an additional barrier clearly below it.

For constant G and free attachment at the rim, the fourth power of the radius grows linearly in time, at a rate proportional to K. What remains is the pure number that multiplies K, the size distribution that goes with it, and a test of the simplifications on the tin droplets.

All numerical values are calculated from the stated model.
